# Oscillator strengths and the sum rule in a hard-wall well

## Problem

An electron of constant mass $m$ moves along $z$ between impenetrable walls at $z=0$ and $z=L$. Light polarized along $z$ drives it from level $k$ to level $n$. The oscillator strength of that transition is

$$f_{nk}=\frac{2m}{\hbar^2}(E_n-E_k)\,|z_{nk}|^2,\qquad z_{nk}=\int_0^L\psi_n\,z\,\psi_k\,dz .$$

(a) Calculate $f_{21}$, the strength of the first transition from the ground state.

(b) Add the higher transitions from the ground state, and decide whether the total is 1.

(c) Give the energies and dipole lengths for a silicon film 4 nm thick with $m=0.92\,m_0$, where $m_0$ is the free-electron mass, and judge how far the hard-wall result can be trusted there.

The normalized states and their energies are

$$\psi_n=\sqrt{\frac2L}\,\sin\frac{n\pi z}{L},\qquad E_n=\frac{\hbar^2\pi^2n^2}{2mL^2},\qquad n=1,2,3,\dots$$

The mass in $f_{nk}$ is the mass that sets these energies. If $m_0$ were used in the definition instead, every strength, and so the total, would be multiplied by $m_0/m$.

## A tempting solution

Measure position from the centre of the well. The function $(z-L/2)\psi_1$ is odd about the centre and has one node, just like $\psi_2$. It seems reasonable to say that the dipole operator carries $\psi_1$ into $\psi_2$ and nowhere else. Then $|z_{21}|^2$ equals the squared length of $(z-L/2)\psi_1$, which is the position variance of the ground state.

With $u=z/L-\tfrac12$ the density is $2\sin^2(\pi z/L)=1+\cos2\pi u$, so

$$\frac{\langle(z-L/2)^2\rangle}{L^2}=\int_{-1/2}^{1/2}u^2\,(1+\cos2\pi u)\,du=\frac1{12}+\int_{-1/2}^{1/2}u^2\cos2\pi u\,du .$$

Integrate the last term by parts. The boundary term contains $\sin(\pm\pi)=0$, which leaves $-\frac1\pi\int u\sin2\pi u\,du$. A second integration by parts gives $\int u\sin2\pi u\,du=\frac1{2\pi}$. The variance is therefore

$$\langle(z-L/2)^2\rangle=L^2\left(\frac1{12}-\frac1{2\pi^2}\right).$$

Since $2m(E_2-E_1)/\hbar^2=3\pi^2/L^2$, this reasoning yields

$$f_{21}\overset{?}{=}3\pi^2\left(\frac1{12}-\frac1{2\pi^2}\right)=\frac{\pi^2}{4}-\frac32=0.967 .$$

The missing 0.033 is then assigned to higher transitions.

## Where it fails

The last two statements contradict each other. If the whole of $(z-L/2)\psi_1$ lies along $\psi_2$, nothing is left to excite $\psi_4$ or any higher state, and the total would stay at 0.967.

The variance itself was calculated correctly. The fault is the claim that it belongs to one transition. Because the $\psi_n$ form a complete set, what holds is

$$\sum_{n\neq1}|z_{n1}|^2=\langle(z-L/2)^2\rangle .$$

The term $n=1$ is absent because the mean of $z-L/2$ vanishes in $\psi_1$; for $n\ne1$ the shift of origin does not matter, since $\langle\psi_n|\psi_1\rangle=0$. The variance is thus an upper bound on $|z_{21}|^2$, and 0.967 is an upper bound on $f_{21}$. One node and the right symmetry do not make two functions equal. The dipole integral has to be evaluated.

## The dipole lengths

Use $2\sin A\sin B=\cos(A-B)-\cos(A+B)$ and $x=z/L$:

$$z_{nk}=L\int_0^1x\,\big[\cos(n-k)\pi x-\cos(n+k)\pi x\big]\,dx .$$

For a nonzero integer $p$, integration by parts gives

$$\int_0^1x\cos p\pi x\,dx=\left[\frac{x\sin p\pi x}{p\pi}\right]_0^1-\frac1{p\pi}\int_0^1\sin p\pi x\,dx=\frac{(-1)^p-1}{p^2\pi^2}.$$

The integers $n-k$ and $n+k$ are both even or both odd. If they are even and $n\neq k$, both integrals vanish and the transition is forbidden. This is the parity rule of a symmetric well. If they are odd,

$$z_{nk}=-\frac{2L}{\pi^2}\left[\frac1{(n-k)^2}-\frac1{(n+k)^2}\right]=-\frac{8L}{\pi^2}\,\frac{nk}{(n^2-k^2)^2},$$

because $(n+k)^2-(n-k)^2=4nk$. The sign depends on the chosen signs of the wave functions and drops out on squaring.

## The strengths: part (a)

The energy factor is $2m(E_n-E_k)/\hbar^2=\pi^2(n^2-k^2)/L^2$. Multiplying it by the squared dipole length gives

$$f_{nk}=\frac{\pi^2(n^2-k^2)}{L^2}\cdot\frac{64L^2n^2k^2}{\pi^4(n^2-k^2)^4}=\frac{64}{\pi^2}\,\frac{n^2k^2}{(n^2-k^2)^3},\qquad n-k\ \text{odd}.$$

Width and mass have cancelled: a wider well has a longer dipole and a smaller gap in just this proportion. For $k=1$, $n=2$,

$$f_{21}=\frac{64\cdot4}{27\pi^2}=\frac{256}{27\pi^2}=0.9607 .$$

The ratio to the tempting value, $0.96067/0.96740=0.9930$, is the fraction of the position variance that the transition to $\psi_2$ carries. The other 0.70 % goes to higher states. Its weight in the strengths is larger, because each share is multiplied by its energy gap, and the gap to level 4 is already five times the gap to level 2. That is how 0.70 % of the variance can supply 3.9 % of the total strength.

## Adding the higher transitions: part (b)

From the ground state only even $n$ contribute:

$$f_{n1}=\frac{64}{\pi^2}\,\frac{n^2}{(n^2-1)^3}.$$

| $n$ | $f_{n1}$ | running sum |
|---|---|---|
| 2 | 0.960675 | 0.960675 |
| 4 | 0.030742 | 0.991417 |
| 6 | 0.005445 | 0.996861 |
| 8 | 0.001660 | 0.998521 |
| 10 | 0.000668 | 0.999189 |

The sum approaches 1 from below. To see how quickly, note that $f_{n1}\approx64/(\pi^2n^4)$ for large $n$. The even integers are spaced by 2, so each term stands for an interval of width 2 centred on $n$. After the last included level $N$, the remainder is about

$$\frac{64}{\pi^2}\cdot\frac12\int_{N+1}^{\infty}\frac{dn}{n^4}=\frac{32}{3\pi^2(N+1)^3}.$$

For $N=10$ this is 0.000812, while the table lacks 0.000811. Even for $N=2$ the estimate, 0.0400, is close to the missing 0.0393.

A table cannot prove that the limit is 1, but the series can be summed. Let $a=1/(n-1)$ and $b=1/(n+1)$. Then

$$a+b=\frac{2n}{n^2-1},\qquad ab=\frac1{n^2-1},\qquad a-b=\frac2{n^2-1}=2ab,$$

and therefore

$$\frac{n^2}{(n^2-1)^3}=\frac{(a+b)^2}{4}\,ab=\frac{(a+b)^2(a-b)}8=\frac{a^3-b^3+ab(a-b)}8 .$$

The product in the numerator can be rewritten with $ab=(a-b)/2$, used twice:

$$ab(a-b)=\frac{(a-b)^2}2=\frac{a^2+b^2-2ab}2=\frac{a^2+b^2}2-\frac{a-b}2 .$$

The result is

$$\frac{n^2}{(n^2-1)^3}=\frac{a^3-b^3}8+\frac{a^2+b^2}{16}-\frac{a-b}{16}.$$

As $n$ runs through $2,4,6,\dots$, $a$ takes the values $1,\frac13,\frac15,\dots$ and $b$ the values $\frac13,\frac15,\dots$. In the differences everything cancels except the first term, so $\sum(a^3-b^3)=1$ and $\sum(a-b)=1$. The squares give $\sum(a^2+b^2)=2\sigma-1$, with $\sigma=1+\frac1{3^2}+\frac1{5^2}+\cdots$.

The well's own states supply $\sigma$. Expand the constant function 1 in the $\psi_n$. Its coefficients are

$$c_n=\sqrt{\frac2L}\int_0^L\sin\frac{n\pi z}L\,dz=\sqrt{\frac2L}\,\frac{L}{n\pi}\,(1-\cos n\pi),$$

so $c_n^2=8L/(n^2\pi^2)$ for odd $n$ and zero for even $n$. By completeness the squares add up to $\int_0^L1^2\,dz=L$. Hence $8\sigma/\pi^2=1$ and $\sigma=\pi^2/8$. Collecting the parts,

$$\sum_{n\ \text{even}}\frac{n^2}{(n^2-1)^3}=\frac18+\frac1{16}\left(\frac{\pi^2}4-1\right)-\frac1{16}=\frac{\pi^2}{64},$$

and multiplication by $64/\pi^2$ gives $\sum_nf_{n1}=1$.

## Why the total is 1

The same total follows without knowing any dipole length. Let $\phi=z\psi_1$. This function vanishes at both walls, so the Hamiltonian $H$ may act on it:

$$H\phi=-\frac{\hbar^2}{2m}\left(2\psi_1'+z\psi_1''\right)=E_1\phi-\frac{\hbar^2}m\psi_1' .$$

Project $(H-E_1)\phi$ on $\psi_n$. Moving $H$ onto $\psi_n$ produces no boundary terms, since both functions vanish at the walls, and the projection is $(E_n-E_1)z_{n1}$. By completeness,

$$\sum_n(E_n-E_1)|z_{n1}|^2=\langle\phi|(H-E_1)\phi\rangle=-\frac{\hbar^2}m\int_0^Lz\,\psi_1\psi_1'\,dz .$$

Write $\psi_1\psi_1'=\frac12(\psi_1^2)'$ and integrate by parts. The boundary term is zero and the normalization integral remains:

$$-\frac{\hbar^2}{2m}\int_0^Lz\,(\psi_1^2)'\,dz=\frac{\hbar^2}{2m}\int_0^L\psi_1^2\,dz=\frac{\hbar^2}{2m}.$$

Multiplication by $2m/\hbar^2$ gives 1. A potential $V(z)$ inside the well would add $V\phi$ to $H\phi$ and be absorbed in $E_1\phi$, so the total does not depend on the shape of the well. The value 0.9607 does.

Nothing in this argument requires the starting level to be the lowest. From level 2, the downward transition has $f_{12}=-0.9607$, which describes stimulated emission, and the next upward one has $f_{32}=64\cdot36/(125\pi^2)=1.8676$. A single strength can exceed 1 because a negative one balances it. These two add up to 0.9069, and levels 5, 7, … provide the rest.

For a high starting level $k$, pair the transitions to $k+p$ and $k-p$, with $p$ odd and much smaller than $k$. To the order needed,

$$f_{k\pm p,k}\approx\pm\frac{8k}{\pi^2p^3}\left(1\pm\frac p{2k}\right),\qquad f_{k+p,k}+f_{k-p,k}\approx\frac8{\pi^2p^2}.$$

Each strength grows with $k$, but the sum of a pair stays finite, and the pairs add up to $8\sigma/\pi^2=1$. The nearest pair then holds $8/\pi^2=0.81$ of the total. This is the classical limit: a particle bouncing between walls traces a triangular wave, which contains odd harmonics of the bounce frequency.

## The silicon film: part (c)

With $\hbar^2/2m_0=0.0381$ eV nm²,

$$E_1=\frac{0.0381\times\pi^2}{0.92\times4^2}\ \text{eV}=25.5\ \text{meV},\qquad E_2-E_1=3E_1=76.6\ \text{meV},$$

which corresponds to a wavelength of 16.2 µm. The dipole length is $|z_{21}|=16L/(9\pi^2)=0.721$ nm. As a check on the arithmetic, $f_{21}=3\pi^2(0.721/4)^2=0.96$.

The next allowed transition, to $n=4$, lies at 383 meV with a dipole length of only 0.058 nm. The one to $n=10$ would need 2.5 eV. At 2.5 eV silicon no longer has a parabolic band with mass $0.92\,m_0$. The high terms complete the sum of the model and do not predict absorption lines.

The parameters are rough values for an ultrathin-body transistor channel: a (100) film between oxide layers, with barrier 3.1 eV, oxide mass $0.5\,m_0$, relative permittivity 11.7 and $n_s=10^{12}$ electrons per cm². A strongly turned-on channel can hold about ten times more. The following estimates change one assumption at a time.

**Finite barrier.** The wave function enters the oxide, and $\psi$ and $\psi'/m$ must be continuous at the interfaces. Solving these conditions numerically lowers $E_2-E_1$ to 70.4 meV, or 8.1 % below the hard-wall value. The shift depends on the poorly known oxide mass: with $0.3\,m_0$ it is 6.4 %. Diagonalizing the Hamiltonian on a grid gives $f_{21}=0.961$, almost unchanged. With a position-dependent mass the sum rule becomes $\sum_nf_{n1}=\langle m/m(z)\rangle$. To see this, put $\phi=z\psi_1$ into the energy integral and use $\phi'^2=\psi_1^2+\psi_1'(z^2\psi_1)'$. The second part cancels against the potential and $E_1$ terms by the Schrödinger equation, leaving $\int\hbar^2\psi_1^2/2m(z)\,dz$. So little of the ground state lies in the oxide that this average is 1.0003.

**Gate field.** Half the field that terminates the sheet charge, $en_s/2\varepsilon$, is 0.077 MV/cm. The potential energy then changes by 31 meV across the film, more than $E_1$, yet a grid calculation raises $E_2-E_1$ by only 0.7 %. To first order both levels shift equally, because both densities are symmetric about the centre. The strength falls to 0.957, and the forbidden transition to level 3 acquires 0.003. This uniform field is only the average one. The sheet charge also bends the potential symmetrically about the centre, and that bending acts at first order. Solving the Schrödinger and Poisson equations self-consistently, with a gate on one side and all electrons in level 1, lowers $E_2-E_1$ by 1.9 % and gives $f_{21}=0.953$. At $10^{13}$ cm⁻² the same calculation gives $f_{21}=0.78$ and $f_{31}=0.11$. At that density the electrons are no longer all in level 1: with the finite barrier and Fermi filling of all valleys at 300 K, about 60 % are, and $f_{21}=0.72$, $f_{31}=0.16$.

**Depolarization.** Take all electrons in level 1, with a small admixture $c$ of level 2. The density then oscillates as $n_s(c+c^*)\psi_1\psi_2$. Poisson's equation, integrated once, gives the slope of the restoring potential. The matrix element of this potential between levels 1 and 2, integrated by parts, is $K(c+c^*)$, where

$$K=\frac{e^2n_s}{\varepsilon}S,\qquad S=\int_0^L\left[\int_0^z\psi_1\psi_2\,dz'\right]^2dz .$$

The inner integral is $\frac1\pi\left[\sin\frac{\pi z}L-\frac13\sin\frac{3\pi z}L\right]$, so $S=\frac{L}{2\pi^2}\left(1+\frac19\right)=\frac{5L}{9\pi^2}=0.225$ nm and $K=3.48$ meV. With $E_{21}=E_2-E_1$ the amplitude obeys $i\hbar\dot c=E_{21}c+K(c+c^*)$. Its real part $u$ and imaginary part $v$ satisfy $\hbar\dot u=E_{21}v$ and $\hbar\dot v=-(E_{21}+2K)u$. They oscillate at the energy

$$\sqrt{E_{21}^2+2E_{21}K}=80.0\ \text{meV},$$

which is 4.4 % above $E_{21}$. At $10^{13}$ cm⁻² $K$ would be ten times larger, and the same formula would give 106 meV in a well whose shape was held fixed. Exchange adds a term of opposite sign to $K$, near $-4$ meV at $10^{12}$ cm⁻² in a local-density estimate, but it also raises the static gap $E_{21}$, by about 2 meV in the same estimate. The net lowering of the resonance is about 2 meV in the local-density estimate and only about 0.3 meV in a Hartree–Fock estimate for the two-dimensional gas. Exchange thus removes only part of the 4.4 %, and the size of that part is uncertain.

**Band shape and thickness.** Replacing $E$ by $E(1+\alpha E)$ with a rough $\alpha=0.5$ eV⁻¹ lowers the gap by 5.8 %. This $\alpha$ is an average over directions and overstates the effect here: along the longitudinal axis, which is the confinement direction, an empirical-pseudopotential band is nearly parabolic and lowers the gap by less than 0.5 %. Removing one atomic layer, 0.136 nm, raises it by 7.1 %. These figures are for electrons with no momentum in the plane. In-plane momentum couples the two conduction bands that meet at the X point. In a two-band model at 300 K this leaves the mean gap within 0.3 %, but it spreads the line by 5 to 9 meV (root mean square) and lowers the mean strength to 0.93–0.95; at 77 K the spread is about 2 meV.

**Collisions.** A rough mobility of 300 cm²/Vs and the transverse mass $0.19\,m_0$ give a scattering time $\tau=32$ fs and a half-width at half maximum $\hbar/\tau=20$ meV, about a quarter of the gap. This assumes that the oscillating dipole decays as $e^{-t/\tau}$ with the transport time $\tau$.

**Temperature.** Filling the hard-wall subbands according to Fermi statistics at 300 K puts 86 % of the electrons in the ground subband, 5 % in the second, and 9 % in the four valleys whose confinement mass is $0.19\,m_0$. These shares are sensitive to the barrier: with the finite barrier above, the lowest level of the light valleys drops from 124 to 85 meV and the shares become 66 %, 5 % and 29 %. The ground-state strength describes most of the electrons, but not all. At 77 K practically all are in the ground subband.

Correlation is left out, and exchange is only roughly estimated. Two further effects are not small. The unscreened image potential of thick oxide layers (relative permittivity 3.9) on both sides raises the gap by about 5 meV, or 7 per cent, against the barrier shift, and gives $f_{21}=0.967$. Sharp interfaces also couple the two valleys of mass $0.92\,m_0$: a tight-binding chain of 26 to 30 layers with ideal ends splits the transition into two lines 3 to 8 meV apart. At $10^{12}$ cm⁻² the barrier and a missing atomic layer each shift the transition energy by 6 to 8 per cent, depolarization by 3 to 5 per cent (with the finite barrier, 5 when all electrons are in level 1 and 3 with the filling at 300 K), of which exchange takes back a part, and the gate field together with the electrons' own charge by about 2 per cent, and the line is broad. At this density the strength is much steadier: the barrier, the electrostatic potential and the image potential each move it by less than 1 per cent, and the band coupling of the two-band model lowers it by 1 to 3 per cent at 300 K. At $10^{13}$ cm⁻² that no longer holds, and with a gate on one side $f_{21}$ falls to between 0.7 and 0.8.
